\section*{Slater-Condon Rules from the Normal-Ordered Electronic Hamiltonian}

\section{Which Fock matrix belongs in a matrix element}

A configuration-interaction code must evaluate $\langle\Phi_{ij}^{ab}|H|\Phi_j^b\rangle$. The two determinants differ by one spin orbital, so the element has the form of a Fock-matrix entry. The code has the Fock matrix of the Hartree-Fock determinant $\Phi$ in memory. May it use the stored entry $f_{ai}$? For the LiH example below the stored entry is zero, whereas the correct element is $0.0557$ hartree. The correct entry is that of the Fock matrix built from either of the two determinants in the element, not from $\Phi$. Normal ordering shows why, and gives the correction to the stored matrix.

\section{Conventions}

The spin orbitals $p,q,r,s$ form a finite orthonormal set. The letters $i,j,k$ denote orbitals occupied in a chosen determinant $\Phi$, and $a,b$ denote empty (virtual) ones. $\Phi$ need not be a Hartree-Fock solution. The operator $p^\dagger$ creates an electron in orbital $p$ and $p$ removes it. With $[X,Y]_+=XY+YX$,
\begin{equation}
[p,q^\dagger]_+=\delta_{pq},\qquad [p,q]_+=[p^\dagger,q^\dagger]_+=0 .
\end{equation}
In atomic units the integrals are $h_{pq}=\langle p|h|q\rangle$ and
\begin{equation}
\langle pq|rs\rangle=\int\! dx_1dx_2\,
\frac{p^*(x_1)q^*(x_2)r(x_1)s(x_2)}{r_{12}},
\end{equation}
where $x$ includes spin. In charge-density notation this is $(pr|qs)$, and it vanishes unless $p,r$ have equal spin and $q,s$ have equal spin. Define $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. Renaming the electrons gives $\langle pq|rs\rangle=\langle qp|sr\rangle$, hence
\begin{equation}
\langle pq\|rs\rangle=-\langle qp\|rs\rangle=-\langle pq\|sr\rangle=\langle qp\|sr\rangle .
\label{sym}
\end{equation}
The Hamiltonian, without the constant nuclear repulsion, is
\begin{equation}
H=\sum_{pq}h_{pq}\,p^\dagger q+\frac12\sum_{pqrs}\langle pq|rs\rangle\,p^\dagger q^\dagger s r .
\end{equation}
Exchanging the names $r,s$ in the second sum gives $\langle pq|sr\rangle\,p^\dagger q^\dagger rs=-\langle pq|sr\rangle\,p^\dagger q^\dagger sr$. The average of the two forms is
\begin{equation}
H=\sum_{pq}h_{pq}\,p^\dagger q+\frac14\sum_{pqrs}\langle pq\|rs\rangle\,p^\dagger q^\dagger s r .
\label{H}
\end{equation}

\section{Normal order and Wick's theorem}

Relative to $\Phi$, the operators $a$ and $i^\dagger$ are annihilators: $a\Phi=0$ because $a$ is empty, and $i^\dagger\Phi=0$ because $i$ is filled. Their adjoints $a^\dagger$ and $i$ are creators, of a particle and of a hole. Two creators anticommute, as do two annihilators, since an occupied and a virtual orbital are different.

The normal-ordered product $\{A_1\cdots A_n\}$ has all creators to the left of all annihilators, multiplied by the sign of the permutation that puts them there. The order within each group does not matter, because a rearrangement changes the product and the permutation by the same sign. A nonempty normal-ordered string has zero expectation value in $\Phi$: either an annihilator acts on $\Phi$ to the right, or a creator acts on $\Phi$ to the left.

The contraction of $X$ with a later operator $Y$ is the number $\langle XY\rangle=\langle\Phi|XY|\Phi\rangle$. It vanishes unless $X$ is an annihilator and $Y$ a creator, and in that case it equals $[X,Y]_+$, since $YX\Phi=0$. With $n_p=1$ for occupied and $0$ for virtual orbitals, the nonzero contractions are
\begin{equation}
\langle p^\dagger q\rangle=n_p\delta_{pq},\qquad
\langle p\,q^\dagger\rangle=(1-n_p)\delta_{pq}.
\label{contr}
\end{equation}

To expand an ordinary product, append one operator $B$ at a time:
\begin{equation}
\begin{aligned}
\{A_1\cdots A_n\}B={}&\{A_1\cdots A_nB\}\\
&+\sum_k(-1)^{n-k}\langle A_kB\rangle\{A_1\cdots\widehat{A_k}\cdots A_n\},
\end{aligned}
\label{lemma}
\end{equation}
where the hat marks an omitted operator. Interchanging two neighbouring $A$'s changes the sign of both sides, so the $A$'s may be taken as already ordered, creators first. If $B$ is an annihilator, the string $A_1\cdots A_nB$ is in normal order and all contractions with $B$ vanish. If $B$ is a creator, move it left through the annihilators using $A_kB=-BA_k+\langle A_kB\rangle$. The fully moved term is $\{A_1\cdots A_nB\}$. The number left behind at $A_k$ carries one minus sign for each of the $n-k$ operators already passed. The creators among the $A$'s have zero contraction with $B$. This proves \eqref{lemma}.

Repeated use of \eqref{lemma} gives Wick's theorem: a product equals the sum, over all choices of disjoint contracted pairs including none, of the contractions times the normal-ordered remainder. Each term has the sign needed to bring the partners of every pair together. A pair whose partners have already been brought together contains two operators and does not affect the sign of later moves. For a full contraction, join the partners by arcs. Bringing one pair together moves an operator past everything between the partners: an arc lying wholly between them supplies two operators, and an arc crossing theirs supplies one. Removing that pair and repeating shows that the sign is minus one to the number of crossings.

For a product of normal-ordered strings, write each string with its creators on the left. A contraction inside a string then has a creator first, or two operators of the same type, and vanishes. Contractions between different strings remain.

\section{The normal-ordered Hamiltonian}

For the one-electron term, \eqref{contr} gives
\begin{equation}
p^\dagger q=\{p^\dagger q\}+n_p\delta_{pq}.
\end{equation}
In $p^\dagger q^\dagger sr$ the possible contractions join a dagger operator to a later undaggered one. The partners of $p^\dagger r$ are separated by two operators, those of $q^\dagger s$ by none, and those of $p^\dagger s$ and of $q^\dagger r$ by one. Therefore
\begin{equation}
\begin{aligned}
p^\dagger q^\dagger sr={}&\{p^\dagger q^\dagger sr\}
+n_p\delta_{pr}\{q^\dagger s\}+n_q\delta_{qs}\{p^\dagger r\}\\
&-n_p\delta_{ps}\{q^\dagger r\}-n_q\delta_{qr}\{p^\dagger s\}\\
&+n_pn_q(\delta_{pr}\delta_{qs}-\delta_{ps}\delta_{qr}).
\end{aligned}
\label{wick4}
\end{equation}
The last minus sign comes from the crossing of the pairs $p^\dagger s$ and $q^\dagger r$.

Multiply \eqref{wick4} by $\frac14\langle pq\|rs\rangle$ and sum. After the free indices are renamed $p,q$, the four single contractions give
\begin{equation}
\begin{aligned}
\frac14\sum_{pqi}\big(&\langle ip\|iq\rangle+\langle pi\|qi\rangle
-\langle ip\|qi\rangle-\langle pi\|iq\rangle\big)\{p^\dagger q\}\\
&=\sum_{pqi}\langle pi\|qi\rangle\{p^\dagger q\},
\end{aligned}
\end{equation}
because by \eqref{sym} each of the four signed terms equals $\langle pi\|qi\rangle$. The full contractions give
\begin{equation}
\frac14\sum_{ij}\big(\langle ij\|ij\rangle-\langle ij\|ji\rangle\big)
=\frac12\sum_{ij}\langle ij\|ij\rangle .
\end{equation}
Adding the one-electron part,
\begin{equation}
H=E_0+\sum_{pq}f_{pq}\{p^\dagger q\}
+\frac14\sum_{pqrs}\langle pq\|rs\rangle\{p^\dagger q^\dagger sr\},
\label{main}
\end{equation}
\begin{equation}
E_0=\sum_i h_{ii}+\frac12\sum_{ij}\langle ij\|ij\rangle,\qquad
f_{pq}=h_{pq}+\sum_i\langle pi\|qi\rangle .
\label{E0f}
\end{equation}

Equation \eqref{main} is an operator identity on the whole Fock space of the chosen orbitals. No mean-field approximation has been made. The interaction is divided among all three terms: its expectation value in $\Phi$ is part of $E_0$, the interaction of one electron with the occupied orbitals of $\Phi$ enters $f$, and the last term holds what remains. Since $\sum_i f_{ii}$ counts each occupied pair twice,
\begin{equation}
E_0=\sum_i f_{ii}-\frac12\sum_{ij}\langle ij\|ij\rangle .
\label{double}
\end{equation}
Two limits check the bookkeeping. If $\Phi$ is the empty state, then $E_0=0$, $f=h$, and \eqref{main} returns to \eqref{H}. For one electron in orbital $i$, $\langle ii\|ii\rangle=0$ and $E_0=h_{ii}$: the electron does not repel itself.

\section{The Slater-Condon rules}

Excited determinants are defined by
\begin{equation}
\Phi_i^a=a^\dagger i\,\Phi,\qquad
\Phi_{ij}^{ab}=a^\dagger b^\dagger j\,i\,\Phi=(a^\dagger i)(b^\dagger j)\Phi .
\end{equation}
The last equality uses $i\,b^\dagger=-b^\dagger i$ and $ij=-ji$. The pair $a^\dagger i$ passes the creation operators of other orbitals without a sign, so it puts $a$ in the place held by $i$.

The adjoint states are $\langle\Phi_i^a|=\langle\Phi|i^\dagger a$ and $\langle\Phi_{ij}^{ab}|=\langle\Phi|i^\dagger j^\dagger b\,a$. These strings contain annihilators alone, so they are normal ordered. In a matrix element with $\Phi$, every operator must therefore be contracted with one in the other string, which requires strings of equal length.

\paragraph{No difference.} The normal-ordered terms have zero expectation value, so $\langle\Phi|H|\Phi\rangle=E_0$.

\paragraph{One difference.} Only the one-body term has the right length. In $i^\dagger a\,p^\dagger q$ the pairs $a\,p^\dagger$ and $i^\dagger q$ are nested, so the sign is plus, with $p=a$ and $q=i$. The element is $f_{ai}$.

\paragraph{Two differences.} Only the two-body term has the right length. In $i^\dagger j^\dagger b\,a\,p^\dagger q^\dagger s\,r$ the choice $p=a$, $q=b$, $r=i$, $s=j$ gives nested pairs and a plus sign. Exchanging the partners of $p^\dagger,q^\dagger$, or those of $s,r$, gives a minus sign each time. Thus
\begin{equation}
\begin{aligned}
\frac14\big(&\langle ab\|ij\rangle-\langle ba\|ij\rangle
-\langle ab\|ji\rangle+\langle ba\|ji\rangle\big)\\
&=\langle ab\|ij\rangle .
\end{aligned}
\end{equation}

\paragraph{Three or more differences.} The excitation string has at least six operators and $H$ supplies at most four, so the element is zero. An operator with three-body terms would not obey this rule.

In summary,
\begin{align}
\langle\Phi|H|\Phi\rangle&=\sum_i h_{ii}+\tfrac12\sum_{ij}\langle ij\|ij\rangle,\label{r0}\\
\langle\Phi_i^a|H|\Phi\rangle&=h_{ai}+\sum_k\langle ak\|ik\rangle,\label{r1}\\
\langle\Phi_{ij}^{ab}|H|\Phi\rangle&=\langle ab\|ij\rangle.\label{r2}
\end{align}
Setting the two-electron integrals to zero leaves the rules for a one-electron operator, and setting $h=0$ leaves those for a two-electron operator.

These are the rules for any two determinants built from the same orthonormal orbitals, because $\Phi$ was arbitrary: take the ket as the reference. The sum over $k$ in \eqref{r1} then runs over the orbitals of that ket. It may equally run over those of the bra: the two lists differ only in $i$ and $a$, and $\langle ai\|ii\rangle=\langle aa\|ia\rangle=0$ by \eqref{sym}, so the Fock matrices of bra and ket have the same entry $ai$. If the orbital sets differ and are not mutually orthonormal, the contractions involve overlaps and \eqref{r0}--\eqref{r2} do not apply.

\subsection{Sign for stored determinants}

Suppose each determinant is stored as a sorted list. Let the ket be $K$ and the bra $B$. Replace each orbital of $K$ missing from $B$ by one of the orbitals of $B$ missing from $K$, leaving it in the same place. Let $\sigma=\pm1$ be the parity of the permutation that sorts the resulting list. Then
\begin{equation}
\langle B|H|K\rangle=\sigma f^{K}_{ai}\quad\text{or}\quad \sigma\langle ab\|ij\rangle
\end{equation}
for one or two differences, where $f^K$ is the Fock matrix of $K$. For two differences either pairing of old and new orbitals is allowed: exchanging $a$ and $b$ changes the sign of both $\sigma$ and the integral. The pairing used for $\sigma$ must be the one used in the integral.

\section{Elements between excited determinants}

It is also possible to keep $\Phi$ as the reference for both states. Then
\begin{equation}
\langle\Phi_i^a|H|\Phi_j^b\rangle=\langle\Phi|\{i^\dagger a\}\,H\,\{b^\dagger j\}|\Phi\rangle,
\end{equation}
and contractions join different strings.

The constant $E_0$ leaves $i^\dagger a\,b^\dagger j$, whose nested pairs give $\delta_{ij}\delta_{ab}E_0$.

The one-body term gives $i^\dagger a\,p^\dagger q\,b^\dagger j$. One full contraction pairs $i^\dagger j$, $a\,p^\dagger$ and $q\,b^\dagger$. No arcs cross, and the result is $\delta_{ij}f_{ab}$. The other pairs $a\,b^\dagger$, $i^\dagger q$ and $p^\dagger j$. Its three arcs all cross one another, and the result is $-\delta_{ab}f_{ji}$. Any other pairing either leaves a contraction inside a string or joins two daggered operators, and vanishes.

The two-body term gives $i^\dagger a\,p^\dagger q^\dagger s\,r\,b^\dagger j$. Pair $a\,p^\dagger$, $q^\dagger j$, $i^\dagger r$ and $s\,b^\dagger$. The arc $i^\dagger r$ crosses the arcs $q^\dagger j$ and $s\,b^\dagger$, and there are no other crossings, so the sign is plus and the integral is $\langle aj\|ib\rangle$. Exchanging the roles of $p,q$ or of $r,s$ gives four equal terms, which cancel the factor $\frac14$. Hence
\begin{equation}
\begin{aligned}
\langle\Phi_i^a|H|\Phi_j^b\rangle={}&\delta_{ij}\delta_{ab}E_0+\delta_{ij}f_{ab}\\
&-\delta_{ab}f_{ji}+\langle aj\|ib\rangle .
\end{aligned}
\label{ph}
\end{equation}

\subsection{Updating the reference}

Let $\Phi'=\Phi_j^b$. Its occupied set contains $b$ instead of $j$, so the definition of $f$ in \eqref{E0f} gives
\begin{equation}
f'_{pq}=f_{pq}+\langle pb\|qb\rangle-\langle pj\|qj\rangle .
\label{fprime}
\end{equation}
Its energy is the diagonal case of \eqref{ph}, with $i=j$ and $a=b$. Since $\langle bj\|jb\rangle=-\langle bj\|bj\rangle$,
\begin{equation}
E_0'=E_0+f_{bb}-f_{jj}-\langle bj\|bj\rangle .
\label{eprime}
\end{equation}
The last term corrects for the electron moved out of $j$: $f_{bb}$ includes its interaction with an electron in $j$, which is no longer there.

For $i\ne j$ and $a\ne b$, $\Phi_{ij}^{ab}=a^\dagger i\,\Phi'$. The one-difference rule with $\Phi'$ as reference gives
\begin{equation}
\langle\Phi_{ij}^{ab}|H|\Phi_j^b\rangle=f'_{ai}
=f_{ai}+\langle ab\|ib\rangle-\langle aj\|ij\rangle .
\label{answer}
\end{equation}
This answers the opening question. The stored matrix may be used if the two integrals in \eqref{answer} are added with their signs.

\section{Worked example: LiH}

The molecule is LiH in the STO-3G basis at a chosen distance of $3$ bohr, with restricted Hartree-Fock orbitals. There are four electrons in twelve spin orbitals. Energies are in hartree. Five decimals are kept so that the sums can be followed; the small basis does not give the real molecule to that accuracy. In the cc-pVTZ basis the Hartree-Fock total energy is $-7.987$ instead of $-7.862$, and the elements $\langle ab\|ij\rangle$, $E_0'-E_0$ and $f'_{ai}$ found below become $0.0066$, $0.156$ and $0.045$ instead of $0.0129$, $0.154$ and $0.056$. The sign of each orbital is fixed by making its largest atomic-orbital coefficient positive.

The reference energy is
\begin{equation}
E_0=-12.45488+3.59263=-8.86225 .
\end{equation}
Equation \eqref{double} gives the same value, $-5.26961-3.59263=-8.86225$ up to rounding in the last digit. Adding the nuclear repulsion $1.00000$ gives $-7.86225$ hartree, or $-213.94$ eV.

\subsection{A single excitation}

Let $i=2\sigma\alpha$ and $a=3\sigma\alpha$. The one-electron part is $h_{ai}=0.03324$. The terms $\langle ak\|ik\rangle$ for $k=1\sigma\alpha,1\sigma\beta,2\sigma\alpha,2\sigma\beta$ give
\begin{equation}
\begin{aligned}
f_{ai}={}&0.03324+0.00194+0.01319\\
&+0-0.04837=0.00000 .
\end{aligned}
\end{equation}
The term with $k=i$ vanishes by antisymmetry. The two $1\sigma$ terms share the same Coulomb integral, but only the $\alpha$ one has an exchange part, which accounts for their difference.

The zero total is Brillouin's theorem. For a small admixture $\Phi+\eta\Phi_i^a$ the first-order energy change is $\eta^*f_{ai}+\eta f_{ai}^*$. A restricted calculation applies the same change of spatial orbital to the $\alpha$ and the $\beta$ electrons, and in a closed shell both have the same $f_{ai}$. Stationary energy therefore requires $f_{ai}=0$. This is a property of the optimized orbitals; for a general determinant \eqref{r1} need not vanish.

\subsection{A double excitation}

Let also $j=2\sigma\beta$ and $b=3\sigma\beta$. Then
\begin{equation}
\langle\Phi_{ij}^{ab}|H|\Phi\rangle=\langle ab\|ij\rangle=0.01294 .
\end{equation}
The exchange part $\langle ab|ji\rangle$ vanishes because the spins do not match. For these real orbitals the remaining integral is the Coulomb self-repulsion of the charge density $2\sigma\,3\sigma$, which is positive.

\subsection{The element from the opening}

Now take $\Phi'=\Phi_j^b$. From \eqref{eprime},
\begin{equation}
E_0'-E_0=0.07833+0.28633-0.21103=0.15363,
\end{equation}
so $E_0'=-8.70862$. From \eqref{answer},
\begin{equation}
f'_{ai}=0+0.00732-(-0.04837)=0.05569 .
\end{equation}
Most of this comes from the interaction with $2\sigma\beta$, which took part in the cancellation for $\Phi$ and is absent from $\Phi'$. Because $f'_{ai}\neq0$, $\Phi'$ is not an eigenstate of $H$, and $0.15363$ hartree is a difference of expectation values, not an excitation energy of the molecule.

\subsection{Numerical check}

The numerical check tests the five elements above, $E_0$, $f_{ai}$, $\langle ab\|ij\rangle$, $E_0'$ and $f'_{ai}$, against explicitly antisymmetrized four-electron wavefunctions, and tests \eqref{main} with random complex integrals. It also builds the LiH matrix from the rules for all $225$ determinants with $S_z=0$. The lowest total energy is $-7.88250$ hartree, in agreement with an independent full-CI solver within the asserted $10^{-7}$ hartree. It lies $0.0203$ hartree ($0.551$ eV) below the Hartree-Fock energy in this basis; this lowering is far from converged, being about $0.050$ hartree in cc-pVTZ at the CCSD level. An error in the sign $\sigma$ or in the choice of Fock matrix can leave the reference energy correct, so a code should be checked on elements between excited determinants as well.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Random model, 6 spin orbitals, 3 electrons, first quantization:
  differing orbitals 0: ordered pairs 20, largest |element| 7.3226 (model units)
  differing orbitals 1: ordered pairs 180, largest |element| 3.8655 (model units)
  differing orbitals 2: ordered pairs 180, largest |element| 2.0177 (model units)
  differing orbitals 3: ordered pairs 20, largest |element| 0.0000 (model units)
LiH, STO-3G, RHF orbitals, distance 3.0 bohr, 12 spin orbitals, 4 electrons
  sum of h_ii: -12.454878 hartree
  1/2 sum of <ij||ij>: 3.592632 hartree
  E0 (electronic): -8.862246 hartree
  nuclear repulsion: 1.000000 hartree
  E0 + nuclear repulsion: -7.862246 hartree
  E0 + nuclear repulsion: -213.942621 eV
  total energy reported by the RHF solver: -7.862246 hartree
  sum of f_ii: -5.269615 hartree
Single i = 2sigma alpha -> a = 3sigma alpha:
  h_ai: 0.033242 hartree
  <ak||ik>, k = 1sigma alpha: 0.001937 hartree
  <ak||ik>, k = 1sigma beta: 0.013190 hartree
  <ak||ik>, k = 2sigma alpha: 0.000000 hartree
  <ak||ik>, k = 2sigma beta: -0.048369 hartree
  sum over k of <ak||ik>: -0.033242 hartree
  f_ai: 0.000000 hartree
  largest |f_ai| over all singles: 0.000000 hartree
Double, with also j = 2sigma beta -> b = 3sigma beta:
  <ab||ij>: 0.012940 hartree
  same element, first quantization: 0.012940 hartree
New reference Phi' = Phi with j -> b:
  f_bb: 0.078326 hartree
  f_jj: -0.286330 hartree
  <bj||bj>: 0.211028 hartree
  E0' - E0: 0.153628 hartree
  E0' (electronic): -8.708618 hartree
  E0' (electronic), first quantization: -8.708618 hartree
  <ab||ib>: 0.007320 hartree
  <aj||ij>: -0.048369 hartree
  f'_ai: 0.055689 hartree
  same element, first quantization: 0.055689 hartree
Full CI from the rules, 225 determinants with Sz = 0:
  lowest total energy from the rules: -7.882504 hartree
  total energy from the independent solver: -7.882504 hartree
  correlation energy: -0.020258 hartree
  correlation energy: -0.551249 eV
\end{verbatim}
